\section*{One-loop energy of a uniform magnetic field and the running coupling, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

I need the energy density of a static magnetic field of $10^{11}$ T including the electron loop, and I have to decide which value of the fine-structure constant goes in front of the classical $B^2$ term. I computed the loop from the determinant of the Dirac operator with zeta-function regularization, and the result contains an arbitrary scale $\mu$. With $\mu$ at the electron mass the loop term is negative. With $\mu$ ten times larger it is positive and almost three times as big. So the sign of my correction depends on a parameter with no meaning. I am told that $\zeta(0)$ controls this and ``gives the beta function'', but my $\zeta(0)$ also contains the fourth power of the mass, which cannot have anything to do with the charge. Could someone do the whole calculation with all factors, in atomic units, and tell me which $\alpha$ belongs with which $\mu$?

\section*{Answer}

Any $\mu$ is allowed if the classical term carries the running coupling $\alpha(\mu)$, and the measured constant $\alpha_0$ is $\alpha(\mu)$ at $\mu=M$, the inverse Compton length. The statement about $\zeta(0)$ needs two qualifications. Only its $B^2$ part runs the charge, while the mass part belongs to the field-independent vacuum energy. And the beta function so obtained describes a physical change of the coupling only at scales far above $M$.

\subsection*{Units and the definition of the determinant}

Hartree units are used in the SI-based form $\hbar=m_e=e=4\pi\epsilon_0=1$, where $e$ is the measured charge, so $c=1/\alpha_0$. The kinetic momentum of the electron is $\pi_\mu=-i\partial_\mu+A_\mu$. The symbols $A$ and $B$ mean charge times field, and the unit of $B$ is $\hbar/(ea_0^2)$. The mass enters as $M=m_ec/\hbar=c$ in bohr$^{-1}$. The fourth Euclidean coordinate is $x_4=c\tau$, so a box of side $\ell$ kept for imaginary time $T$ has four-volume $V_4=cT\ell^3$. The calculation is for one Dirac field with $M>0$, at one loop, in a uniform static $B$ along $z$ with no electric field.

With Hermitian matrices obeying $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, the Euclidean action is $\int\bar\psi\,(i\gamma\cdot\pi+M)\psi$. The Grassmann integral gives $e^{-\Gamma_E}=\det(i\gamma\cdot\pi+M)$. Since $\gamma_5$ anticommutes with every $\gamma_\mu$ and $\gamma_5^2=1$, one has $\gamma_5(i\gamma\cdot\pi+M)\gamma_5=-i\gamma\cdot\pi+M$, so the two operators have the same spectrum. Their product is $(\gamma\cdot\pi)^2+M^2$, because the cross terms cancel. Hence
\begin{equation}
\Gamma_E=-\tfrac12\ln\det\left[(\gamma\cdot\pi)^2+M^2\right].
\label{gamma}
\end{equation}
For infinite operators the product rule for determinants is not automatic, so (\ref{gamma}) is taken as the definition of the regularized action.

For eigenvalues $\lambda>0$ and an arbitrary inverse length $\mu$ that makes them dimensionless, define the zeta function per unit four-volume,
\begin{equation}
\zeta(s)=\frac{1}{V_4}\sum_\lambda\left(\frac{\lambda}{\mu^2}\right)^{-s}.
\end{equation}
For a finite spectrum $\frac{d}{ds}(\lambda/\mu^2)^{-s}=-\ln(\lambda/\mu^2)$ at $s=0$, so $\ln\det=-V_4\zeta'(0)$. For the infinite spectrum the same formula is used after analytic continuation to $s=0$. Then $\Gamma_E=+\frac12V_4\zeta'(0)$. A static background of energy density $u$ has $e^{-\Gamma_E}=e^{-uT\ell^3}$, and dividing by $T\ell^3=V_4/c$ gives the loop energy density
\begin{equation}
u_1=\frac{c}{2}\,\Delta\zeta'(0),
\label{u1def}
\end{equation}
where $\Delta$ means that the $B=0$ value is subtracted. The units are $c\times$bohr$^{-4}=E_h/$bohr$^3$.

\subsection*{Spectrum and degeneracy}

The only non-vanishing commutator is $[\pi_1,\pi_2]=-i(\partial_1A_2-\partial_2A_1)=-iB$. Split $\gamma_\mu\gamma_\nu$ into its symmetric part $\delta_{\mu\nu}$ and its antisymmetric part. The latter picks out commutators, so $(\gamma\cdot\pi)^2=\pi^2+\gamma_1\gamma_2[\pi_1,\pi_2]$. In the representation $\gamma_j=\sigma_2\otimes\sigma_j$, $\gamma_4=\sigma_1\otimes1$ one has $\gamma_1\gamma_2=1\otimes\sigma_1\sigma_2=i\Sigma_3$ with $\Sigma_3=1\otimes\sigma_3$. Therefore
\begin{equation}
(\gamma\cdot\pi)^2=\pi^2+(i\Sigma_3)(-iB)=\pi^2+B\Sigma_3 ,
\end{equation}
and the $4\times4$ matrix $\Sigma_3$ has each eigenvalue $\sigma=\pm1$ twice.

Let $a=(\pi_1-i\pi_2)/\sqrt{2B}$. Then $[a,a^\dagger]=\frac{1}{2B}\left(i[\pi_1,\pi_2]-i[\pi_2,\pi_1]\right)=\frac{1}{2B}\,2i(-iB)=1$. Also $2B\,a^\dagger a=\pi_1^2+\pi_2^2-i[\pi_1,\pi_2]=\pi_1^2+\pi_2^2-B$, so $\pi_1^2+\pi_2^2=B(2a^\dagger a+1)$. Directions 3 and 4 are free, and
\begin{equation}
\lambda=k_3^2+k_4^2+M^2+B(2n+1+\sigma),\qquad n=0,1,2,\dots
\end{equation}
For the degeneracy take $A=(0,Bx_1,0)$. Then $\pi_2=k_2+Bx_1$, the oscillator is centred at $x_1=-k_2/B$, and with $k_2$ spaced by $2\pi/\ell$ the centres are spaced by $2\pi/(B\ell)$. The number of centres in a length $\ell$ is $B\ell^2/2\pi$, which is $B/2\pi$ per unit area for every $n$.

The combination $2n+1+\sigma$ equals $2N$ with $N$ an integer. The value $N=0$ arises only from $n=0$, $\sigma=-1$. Every $N\ge1$ arises twice, from $(n,\sigma)=(N,-1)$ and $(N-1,+1)$.

\subsection*{The zeta function in closed form}

Collecting the factor 2 from $\Sigma_3$, the degeneracy and the free momenta,
\begin{equation}
\zeta(s)=2\,\frac{B}{2\pi}\,\mu^{2s}\sum_{n,\sigma}\int\frac{d^2k}{(2\pi)^2}\left[k^2+M^2+B(2n+1+\sigma)\right]^{-s}.
\end{equation}
With $w=k^2$ the measure is $d^2k/(2\pi)^2=dw/4\pi$, and $\int_0^\infty dw\,(w+b)^{-s}=b^{1-s}/(s-1)$ for $\mathrm{Re}\,s>1$. Put
\begin{equation}
x=\frac{M^2}{2B},
\end{equation}
so that $b=2B(N+x)$. The Hurwitz function is $\zeta_H(z,x)=\sum_{N\ge0}(N+x)^{-z}$. Counting all levels twice and removing one copy of $N=0$ gives $\sum_{n,\sigma}b^{1-s}=(2B)^{1-s}[2\zeta_H(s-1,x)-x^{1-s}]$. The constant in front is $2\cdot\frac{B}{2\pi}\cdot\frac{1}{4\pi}\cdot2B=B^2/2\pi^2$, so
\begin{equation}
\zeta(s)=\frac{B^2}{2\pi^2}\left(\frac{\mu^2}{2B}\right)^{s}\frac{2\zeta_H(s-1,x)-x^{1-s}}{s-1}.
\label{zetaB}
\end{equation}
The terms fall as $N^{1-s}$, so the sum converges for $\mathrm{Re}\,s>2$. Below that, (\ref{zetaB}) is defined by the continuation of $\zeta_H$.

One series is needed repeatedly. The function $g(y)=y\coth y$ obeys $yg'=g-g^2+y^2$, which follows from $(\coth y)'=1-\coth^2y$. Insert $g=1+g_2y^2+g_4y^4+g_6y^6+\dots$ and match powers. Order $y^2$ gives $2g_2=-g_2+1$, order $y^4$ gives $4g_4=-g_4-g_2^2$, and order $y^6$ gives $6g_6=-g_6-2g_2g_4$. Thus
\begin{equation}
y\coth y=1+\frac{y^2}{3}-\frac{y^4}{45}+\frac{2y^6}{945}-\dots
\label{series}
\end{equation}

To continue $\zeta_H$, write $(N+x)^{-z}=\Gamma(z)^{-1}\int_0^\infty d\tau\,\tau^{z-1}e^{-(N+x)\tau}$ and sum the geometric series:
\begin{equation}
\zeta_H(z,x)=\frac{1}{\Gamma(z)}\int_0^\infty d\tau\,\tau^{z-1}\frac{e^{-x\tau}}{1-e^{-\tau}} .
\end{equation}
The range $\tau>1$ gives an entire function of $z$. On $0<\tau<1$ a term $c_j\tau^j$ of the small-$\tau$ expansion of the fraction integrates to $c_j/(z+j)$, which continues to all $z$ with a pole at $z=-j$, and what is left after subtracting the terms up to $j$ converges for $\mathrm{Re}\,z>-j-1$. From (\ref{series}), $1/(1-e^{-\tau})=\frac12[1+\coth(\tau/2)]=\frac1\tau+\frac12+\frac{\tau}{12}+O(\tau^3)$. Multiplying by $1-x\tau+x^2\tau^2/2$ gives $c_1=\frac{x^2}{2}-\frac x2+\frac1{12}$. Near $z=-1$, $1/\Gamma(z)=z(z+1)/\Gamma(z+2)\approx-(z+1)$. This zero kills everything except the pole $c_1/(z+1)$, so $\zeta_H$ is analytic there and
\begin{equation}
\zeta_H(-1,x)=-\frac{x^2}{2}+\frac x2-\frac1{12}.
\end{equation}

\subsection*{The value $\zeta(0)$, by two roads}

At $s=0$ the numerator in (\ref{zetaB}) is $2\zeta_H(-1,x)-x=-x^2-\frac16$. The terms linear in $x$ cancel, and they cancel only because the level $N=0$ was counted once. A leftover term proportional to $BM^2$, odd in $B$, is the sign of that miscount. Dividing by $s-1=-1$ and using $B^2x^2=M^4/4$,
\begin{equation}
\zeta(0)=\frac{B^2}{2\pi^2}\left(x^2+\frac16\right)=\frac{M^4}{8\pi^2}+\frac{B^2}{12\pi^2}.
\label{zeta0}
\end{equation}

The second road uses the heat kernel $K(t)=V_4^{-1}\sum_\lambda e^{-\lambda t}$, where the proper time $t$ has units of bohr$^2$. The Gaussian integral over $k_3,k_4$ gives $1/4\pi t$. The orbital sum is $\sum_ne^{-Bt(2n+1)}=1/(2\sinh Bt)$ and the spin sum is $\sum_\sigma e^{-Bt\sigma}=2\cosh Bt$. Hence
\begin{equation}
K(t)=2\,\frac{B}{2\pi}\,\frac{1}{4\pi t}\coth(Bt)\,e^{-M^2t}=\frac{e^{-M^2t}}{4\pi^2t^2}\,Bt\coth Bt .
\label{heat}
\end{equation}
In worldline language $K$ is a sum over closed paths of duration $t$; the factor $Bt/\sinh Bt$ is the effect of the phase $e^{-i\oint A\cdot dx}$ on the paths and $\cosh Bt$ is the spin factor. The same integral representation as before gives
\begin{equation}
\zeta(s)=\frac{\mu^{2s}}{\Gamma(s)}\int_0^\infty dt\,t^{s-1}K(t).
\label{mellin}
\end{equation}
Here $1/\Gamma(s)=s/\Gamma(s+1)\approx s$ kills everything except the pole $1/s$, whose residue is the $t^0$ coefficient of $K$. The $t^2$ coefficient of $(1+B^2t^2/3)(1-M^2t+M^4t^2/2)$ is $M^4/2+B^2/3$, and dividing by $4\pi^2$ reproduces (\ref{zeta0}).

This road shows that $\zeta(0)$ is fixed by short proper times, that is by the ultraviolet. It also shows the origin of the $\frac13$. Since $y/\sinh y=1-y^2/6+\dots$ and $\cosh y=1+y^2/2+\dots$, it is $\frac12-\frac16$: a paramagnetic spin part three times the diamagnetic orbital part and of opposite sign. Dropping $B\Sigma_3$ therefore reverses the sign of the $B^2$ term.

At $B=0$, $K=e^{-M^2t}/4\pi^2t^2$, and (\ref{mellin}) gives $\Gamma(s-2)M^{4-2s}$ for the integral. With $\Gamma(s)=(s-1)(s-2)\Gamma(s-2)$,
\begin{equation}
\zeta_{\rm free}(s)=\frac{M^4}{4\pi^2}\left(\frac{\mu^2}{M^2}\right)^s\frac{1}{(s-1)(s-2)},\qquad\zeta_{\rm free}(0)=\frac{M^4}{8\pi^2}.
\end{equation}
So the $M^4$ term that worried you is present without any field. It governs the $\mu$ dependence of a constant vacuum energy and drops out of the difference:
\begin{equation}
\Delta\zeta(0)=\frac{B^2}{12\pi^2}.
\end{equation}

\subsection*{The determinant}

Write (\ref{zetaB}) as $\frac{B^2}{2\pi^2}e^{sL}G(s)/(s-1)$ with $L=\ln(\mu^2/2B)$ and $G(s)=2\zeta_H(s-1,x)-x^{1-s}$. A prime on $\zeta_H$ means the derivative with respect to its first argument. Then $G(0)=-(x^2+\frac16)$ and, since $\frac{d}{ds}x^{1-s}=-x^{1-s}\ln x$, $G'(0)=2\zeta_H'(-1,x)+x\ln x$. With $1/(s-1)=-(1+s+\dots)$ and $e^{sL}=1+sL+\dots$, the coefficient of $s$ in the product is $-G'(0)-G(0)(1+L)$. The 1 in $1+L$ comes from the factor $1/(s-1)$ and is easily lost. Thus
\begin{equation}
\zeta'(0)=\frac{B^2}{2\pi^2}\left[\left(x^2+\tfrac16\right)(1+L)-2\zeta_H'(-1,x)-x\ln x\right].
\end{equation}
For the free function the logarithmic derivative at $s=0$ is $\ln(\mu^2/M^2)-\frac{1}{s-1}-\frac{1}{s-2}=\ln(\mu^2/M^2)+\frac32$. Using $M^4/8\pi^2=(B^2/2\pi^2)x^2$ and $\ln(\mu^2/M^2)=L-\ln x$,
\begin{equation}
\zeta_{\rm free}'(0)=\frac{B^2}{2\pi^2}\,x^2\left(\tfrac32+L-\ln x\right).
\end{equation}
In the difference, $x^2(1+L)-x^2(\frac32+L-\ln x)=-\frac{x^2}{2}+x^2\ln x$. Therefore $\Delta\zeta'(0)=(B^2/2\pi^2)F$ with
\begin{align}
F&=\frac16\left[1+\ln\frac{\mu^2}{2B}\right]-\frac{x^2}{2}+(x^2-x)\ln x-2\zeta_H'(-1,x),\label{F}\\
u_1&=\frac{cB^2}{4\pi^2}\,F=3c\,\Delta\zeta(0)\,F .\label{u1}
\end{align}

The proper-time form follows from (\ref{mellin}). Split
\begin{equation}
\Delta K=\frac{B^2}{12\pi^2}e^{-M^2t}+\frac{e^{-M^2t}}{4\pi^2t^2}\left[Bt\coth Bt-1-\frac{B^2t^2}{3}\right].
\end{equation}
The first piece gives exactly $\frac{B^2}{12\pi^2}(\mu^2/M^2)^s$, because $\int_0^\infty t^{s-1}e^{-M^2t}dt=\Gamma(s)M^{-2s}$. The second piece vanishes as $t^2$ at small $t$, so its integral converges at $s=0$, and $1/\Gamma(s)\approx s$ makes its contribution to the derivative equal to that integral. With $y=Bt$ and $M^2t=2xy$, and dividing by $B^2/2\pi^2$,
\begin{equation}
F=\frac16\ln\frac{\mu^2}{M^2}+\frac12\int_0^\infty\frac{dy}{y^3}\,e^{-2xy}\left(y\coth y-1-\frac{y^2}{3}\right).
\label{proper}
\end{equation}
The integral is the magnetic Euler--Heisenberg expression, and (\ref{F}) is its closed form.

\subsection*{Scale dependence and the beta function}

All $\mu$ dependence sits in $\mu^{2s}$. Writing $\zeta(s)=\mu^{2s}Z(s)$ gives $\zeta'(0)=2\ln\mu\;Z(0)+Z'(0)$ and $Z(0)=\zeta(0)$, so
\begin{equation}
\mu\frac{d\zeta'(0)}{d\mu}=2\zeta(0),\qquad\mu\frac{du_1}{d\mu}=\frac c2\cdot2\Delta\zeta(0)=\frac{cB^2}{12\pi^2}.
\label{mudep}
\end{equation}
The 2 arises because the eigenvalues scale as $\mu^2$, and it cancels the $\frac12$ from squaring the operator. Losing either one makes the beta function wrong by a factor of two.

The classical energy density in SI is $B_{\rm SI}^2/2\mu_0=\epsilon_0c^2(eB_{\rm SI})^2/2e^2$, using $\mu_0\epsilon_0c^2=1$. With $e^2=4\pi\epsilon_0\hbar c\,\alpha$ it becomes $c(eB_{\rm SI})^2/(8\pi\hbar\alpha)$, and in the present notation
\begin{equation}
u_0=\frac{cB^2}{8\pi\alpha}.
\end{equation}
In this form the coupling appears only as the coefficient $1/\alpha$. The determinant depends on charge times field alone, and that product is fixed by observable phases $\oint A\cdot dx$, so it cannot depend on $\mu$. The $c$ in the numerator is the speed of light and stays at $1/\alpha_0$. Replacing $1/\alpha$ by $c$ too early hides the only quantity that can run.

The reason $u_0+u_1$ must not depend on $\mu$ can be seen with a cutoff. Regulate instead by $\int_{1/\Lambda^2}^\infty dt\,\Delta K/t$, with a bare coupling $\alpha_\Lambda$ in $u_0$. The convergent piece of (\ref{proper}) is unchanged as $\Lambda\to\infty$. The other piece becomes $\frac{B^2}{12\pi^2}\int_{M^2/\Lambda^2}^\infty dv\,e^{-v}/v=\frac{B^2}{12\pi^2}[\ln(\Lambda^2/M^2)+\text{const}]$. So $\mu$ plays the part of the cutoff up to a constant factor. The $\mu$-dependent term has exactly the form of $u_0$, only the sum of the two $B^2$ coefficients is measurable, and for each $\mu$ the coefficient $1/\alpha$ has to be fitted to the same measurement. Setting $\mu\,d(u_0+u_1)/d\mu=0$ and using (\ref{mudep}),
\begin{equation}
\frac{cB^2}{8\pi}\,\mu\frac{d}{d\mu}\frac1\alpha+\frac{cB^2}{12\pi^2}=0\quad\Longrightarrow\quad\mu\frac{d}{d\mu}\frac1\alpha=-\frac{8\pi\,\Delta\zeta(0)}{B^2}=-\frac{2}{3\pi}.
\end{equation}
Since $d(1/\alpha)=-d\alpha/\alpha^2$,
\begin{equation}
\beta(\alpha)=\mu\frac{d\alpha}{d\mu}=\frac{2\alpha^2}{3\pi},\qquad\frac{1}{\alpha(\mu)}=\frac{1}{\alpha(M)}-\frac{1}{3\pi}\ln\frac{\mu^2}{M^2}.
\label{beta}
\end{equation}
The coefficient is $-2/3\pi=-0.2122066$, and at $\alpha_0$ the beta function is $1.130\times10^{-5}$. It is positive, so the coupling grows at short distance. The sign traces back to the minus sign of the fermion loop in (\ref{gamma}) and to $\frac12-\frac16>0$.

The loop energy density $u_1$ is now known in closed form, and requiring $u_0+u_1$ to be independent of $\mu$ has fixed how $\alpha(\mu)$ runs, with only the $B^2$ part of $\zeta(0)$ contributing. It remains to fix $\alpha(M)$ from the weak-field limit, to see where the running is physical, and to evaluate the energy at $10^{11}$ T.
